# The neutral Ising wall profile for a sixth-order Landau energy

## An observation

Two domain walls are computed in one model ferroelectric. They share every coefficient except \(\alpha\), the coefficient that temperature changes most. Deep in the polar phase, the distance between the points where the polarization is minus and plus half its domain value is 2.10 nm. Just below the first-order transition it is 15.4 nm, a factor of 7.3 larger. The length \(\xi\) that governs the approach to the domains grows much less, from 1.36 to 3.13 nm. The second wall is also steepest 8.3 nm away from its centre, whereas the first is steepest at its centre.

A hyperbolic tangent has one length and is steepest in the middle, so it cannot describe both walls. The profile needs a second parameter, and the Landau coefficients must fix it.

## Model and conventions

The wall is planar, with normal along \(x\), and the polarization \(P(x)\) points along \(z\). The bound charge density is \(-\nabla\cdot\mathbf P=-\partial P/\partial z=0\). The wall is therefore neutral and creates no depolarizing field; no external field is applied. The energy density is

\[
\frac g2\left(\frac{dP}{dx}\right)^2+f(P),\qquad
f(P)=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+\frac{\gamma}{6}P^6,
\]

with \(g>0\). This is a mean-field continuum model. "Ising" means that \(P\) passes through zero without rotating. Strain, flexoelectricity and pinning by the lattice are left out.

Let \(\pm P_0\) be the polar minima of \(f\). Measured from the uniform domains, the wall energy per area is

\[
\sigma[P]=\int_{-\infty}^{\infty}\left[\frac g2P'^2+W(P)\right]dx,\qquad W(P)=f(P)-f(P_0).
\]

The boundary conditions are \(P\to\pm P_0\) as \(x\to\pm\infty\), and the origin is placed where \(P=0\).

## The simple case: fourth order

Making \(\sigma\) stationary gives the Euler-Lagrange equation \(gP''=f'(P)\). Multiplication by \(P'\) turns both sides into derivatives:

\[
\frac{d}{dx}\left[\frac g2P'^2-f(P)\right]=0 .
\]

Far from the wall \(P'\to0\) and \(P\to P_0\), so the bracket equals \(-f(P_0)\). Hence

\[
\frac g2P'^2=W(P). \tag{1}
\]

This holds for any \(f\). Now set \(\gamma=0\), \(\beta>0\), \(\alpha<0\). The condition \(f'(P_0)=0\) gives \(P_0^2=-\alpha/\beta\), and completing the square gives \(W=(\beta/4)(P_0^2-P^2)^2\). Between the domains \(W>0\), so \(P'\) cannot change sign. It is positive because \(P\) rises from \(-P_0\) to \(P_0\):

\[
P'=\sqrt{\frac{\beta}{2g}}\,(P_0^2-P^2)
\quad\Longrightarrow\quad
P=P_0\tanh\frac x\xi,\qquad \frac1{\xi^2}=\frac{\beta P_0^2}{2g}.
\]

Since \(f''(P_0)=\alpha+3\beta P_0^2=2\beta P_0^2\), the length can be written \(\xi=2\sqrt{g/f''(P_0)}\). This form will survive the generalization.

## Sixth order: the domains

Take \(\gamma>0\) and write \(s=P^2\), \(s_0=P_0^2\). A nonzero stationary polarization obeys \(\alpha+\beta s_0+\gamma s_0^2=0\). The outer root is

\[
s_0=\frac{-\beta+\sqrt{\beta^2-4\alpha\gamma}}{2\gamma}. \tag{2}
\]

To confirm that it is a minimum, eliminate \(\alpha=-\beta s_0-\gamma s_0^2\) from the curvature:

\[
f''(P_0)=\alpha+3\beta s_0+5\gamma s_0^2=2\beta s_0+4\gamma s_0^2
=2s_0\sqrt{\beta^2-4\alpha\gamma}. \tag{3}
\]

The last form uses \(\beta+2\gamma s_0=\sqrt{\beta^2-4\alpha\gamma}\), and it is positive when \(s_0>0\) and the root is real and nonzero.

As a function of \(s\), \(W\) is a cubic. It vanishes at \(s_0\), and so does its slope, because \(dW/ds=f'(P)/(2P)\). So \(s_0\) is a double root, and the third root may be called \(-\kappa s_0\):

\[
W=\frac\gamma6(s-s_0)^2(s+\kappa s_0). \tag{4}
\]

The product expands to

\[
\frac\gamma6\left[s^3+(\kappa-2)s_0s^2+(1-2\kappa)s_0^2s+\kappa s_0^3\right].
\]

The \(s^2\) term must equal \(\beta s^2/4\), and the \(s\) term must equal \(\alpha s/2\). This gives

\[
\kappa=2+\frac{3\beta}{2\gamma P_0^2},\qquad
\alpha=\frac{\gamma P_0^4}{3}(1-2\kappa). \tag{5}
\]

The constant term gives the meaning of \(\kappa\):

\[
W(0)=f(0)-f(P_0)=\frac{\gamma\kappa P_0^6}{6}.
\]

It measures how far the nonpolar state lies above the domains.

## When a wall exists

A wall must cross \(P=0\), where (1) demands \(gP'^2/2=W(0)\geq0\). If \(\kappa<0\) this is impossible. If \(\kappa=0\), equation (1) gives \(P'\propto P\) near zero, and \(P=0\) is not reached at any finite distance. The requirement is therefore \(\kappa>0\), or \(f(P_0)<f(0)\): the polar state must be stable against the nonpolar one, and local stability is not enough.

For \(\beta\geq0\), (2) gives a polar state when \(\alpha<0\), and then \(\kappa\geq2\). For \(\beta<0\), the boundary \(\kappa=0\) lies at \(s_0=-3\beta/(4\gamma)\), and

\[
\alpha_c=-\beta s_0-\gamma s_0^2=\frac{3\beta^2}{4\gamma}-\frac{9\beta^2}{16\gamma}=\frac{3\beta^2}{16\gamma}. \tag{6}
\]

By (2), \(s_0\) falls as \(\alpha\) rises; for \(\beta<0\), \(\kappa\) falls with it. So \(\kappa>0\) means \(\alpha<\alpha_c\).

The example uses round parameters that stand for no particular material: \(\beta=-8\times10^8\ \mathrm{J\,m^5\,C^{-4}}\), \(\gamma=1.2\times10^{10}\ \mathrm{J\,m^9\,C^{-6}}\) and \(g=10^{-10}\ \mathrm{J\,m^3\,C^{-2}}\). Then

\[
\alpha_c=\frac{3(8\times10^8)^2}{16(1.2\times10^{10})}=1.0\times10^7\ \mathrm{J\,m\,C^{-2}}.
\]

At \(\alpha=1.1\times10^7\) in the same unit the polar state is still a local minimum, but \(W(0)=-2.4\times10^4\ \mathrm{J/m^3}\), so no wall joins \(-P_0\) to \(P_0\).

## Integrating the profile

Let \(p=P/P_0\). Inserting (4) in (1) and dividing by \(gP_0^2/2\) gives, with the positive root as before,

\[
\frac{dp}{dx}=\sqrt K\,(1-p^2)\sqrt{p^2+\kappa},\qquad K=\frac{\gamma P_0^4}{3g}. \tag{7}
\]

The factor \(1-p^2\) suggests a variable that sends the domains to infinity:

\[
y=\frac p{\sqrt{1-p^2}},\qquad p=\frac y{\sqrt{1+y^2}},\qquad dp=\frac{dy}{(1+y^2)^{3/2}}.
\]

The two factors in (7) become

\[
1-p^2=\frac1{1+y^2},\qquad
p^2+\kappa=\frac{\kappa+(1+\kappa)y^2}{1+y^2}.
\]

Their combination in (7) carries the same power \((1+y^2)^{-3/2}\) as \(dp\), and these powers cancel:

\[
\sqrt K\,x=\int_0^p\frac{dp'}{(1-p'^2)\sqrt{p'^2+\kappa}}
=\int_0^y\frac{dy'}{\sqrt{\kappa+(1+\kappa)y'^2}}
=\frac1{\sqrt{1+\kappa}}\operatorname{arsinh}\!\left(y\sqrt{\frac{1+\kappa}{\kappa}}\right).
\]

Define \(A=(1+\kappa)/\kappa\) and \(u=x\sqrt{K(1+\kappa)}\). Then \(y=\sinh u/\sqrt A\), and \(p=y/\sqrt{1+y^2}\) gives

\[
\boxed{P(x)=P_0\frac{\sinh u}{\sqrt{A+\sinh^2u}},\qquad u=\frac x\xi} \tag{8}
\]

The length follows from (5) and (3):

\[
\frac1{\xi^2}=K(1+\kappa)=\frac{\gamma P_0^4}{3g}\left(3+\frac{3\beta}{2\gamma P_0^2}\right)
=\frac{2\gamma P_0^4+\beta P_0^2}{2g}=\frac{f''(P_0)}{4g}.
\]

So \(\xi=2\sqrt{g/f''(P_0)}\), as in the simple case. Multiplying numerator and denominator of \(A\) by \(2\gamma P_0^2\) gives

\[
A=\frac{6\gamma P_0^2+3\beta}{4\gamma P_0^2+3\beta}. \tag{9}
\]

Each step was an equality, so within the model (8) is the only solution with these boundary conditions and this centre. The parameter \(A\), which exceeds 1 when \(\kappa>0\), is fixed by the bulk energy; the gradient coefficient \(g\) sets only the length scale.

**Limits.** If \(\gamma\to0\) with \(\beta>0\), then \(A\to1\), the denominator in (8) becomes \(\cosh u\), and the hyperbolic tangent returns. If \(\beta=0\), then \(A=3/2\). Positive \(\beta\) lies between these values; \(\beta=8\times10^8\), \(\alpha=-5\times10^7\) in the units above gives \(A=1.22\).

**The tail.** From (8), \(1-p^2=A/(A+\sinh^2u)\). For large \(u\), \(\sinh^2u\approx e^{2u}/4\) and \(1-p^2\approx2(1-p)\), so

\[
1-p\approx2Ae^{-2u}=2e^{-2(u-\frac12\ln A)} .
\]

The decay length is \(\xi/2=\sqrt{g/f''(P_0)}\), a property of the domain alone. Compared with \(\tanh u\), the tail is displaced outward by \((\xi/2)\ln A\). The point of half polarization also moves outward as \(A\) grows, by a smaller amount that (12) below gives, so the width can grow faster than \(\xi\).

## First example: deep in the polar phase

For \(\alpha=-2\times10^7\ \mathrm{J\,m\,C^{-2}}\), (2) and (3) give \(P_0=0.2933\ \mathrm{C/m^2}\) and \(f''(P_0)=2.177\times10^8\ \mathrm{J\,m\,C^{-2}}\). Then

\[
\kappa=2-\frac{3(8\times10^8)}{2(1.2\times10^{10})(0.2933)^2}=0.838,\qquad
A=\frac{1.838}{0.838}=2.19,
\]

\[
\xi=2\sqrt{\frac{10^{-10}}{2.177\times10^8}}\ \mathrm m=1.36\ \mathrm{nm}.
\]

The profile takes the values 0.140, 0.239 and 0.290 \(\mathrm{C/m^2}\) at 1, 2 and 4 nm. A numerical solution of \(gP''=f'(P)\), which uses neither (1) nor (4), agrees with (8) to within \(2\times10^{-10}\) of \(P_0\).

## Slope and shoulder

Write \(S=\sinh u\), \(C=\cosh u\). Differentiating (8) by the product rule,

\[
\frac{dp}{du}=\frac C{(A+S^2)^{1/2}}-\frac{S^2C}{(A+S^2)^{3/2}}=\frac{AC}{(A+S^2)^{3/2}}. \tag{10}
\]

This permits a check of (7), which in terms of \(u\) reads \((dp/du)^2=(1-p^2)^2(p^2+\kappa)/(1+\kappa)\). Since \(\kappa A=1+\kappa\), one has \(p^2+\kappa=(1+\kappa)C^2/(A+S^2)\). The right side is then \(A^2C^2/(A+S^2)^3\), the square of (10).

At the centre the slope is \(P'(0)=P_0/(\xi\sqrt A)\). To find where it is largest, take the logarithmic derivative of (10):

\[
\frac{d}{du}\ln\frac{dp}{du}=\frac SC-\frac{3SC}{A+S^2}
=\frac{S\,(A-3-2S^2)}{C\,(A+S^2)} .
\]

For \(A\leq3\) this is negative at all \(u>0\), and the wall is steepest at its centre. For \(A>3\) the slope first rises away from the centre and peaks at

\[
\sinh^2u_m=\frac{A-3}{2}. \tag{11}
\]

The centre is then a shoulder of small polarization between two steeper flanks. Because \(A>3\) is the same as \(\kappa<1/2\), (5) shows that this happens for \(\alpha>0\), which requires \(\beta<0\). The reason is local: near the centre \(gP''\approx\alpha P\). For positive \(\alpha\) the nonpolar state is itself a local minimum of \(f\), and the profile bends away from zero. At \(\alpha=0\), \(A=3\).

The width \(w\) between \(P=-P_0/2\) and \(P=P_0/2\) follows from \(S^2/(A+S^2)=1/4\), or \(S^2=A/3\):

\[
w=2\xi\operatorname{arsinh}\sqrt{A/3}. \tag{12}
\]

In the first example \(w=2(1.356)\operatorname{arsinh}\sqrt{2.194/3}=2.10\) nm, and the central slope is \(0.2933/(1.356\sqrt{2.194})=0.146\ \mathrm{C/m^2}\) per nm.

## Second example: just below the transition

For \(\alpha=9.9\times10^6\ \mathrm{J\,m\,C^{-2}}\), one per cent below \(\alpha_c\), the domains have \(P_0=0.2242\ \mathrm{C/m^2}\) and \(f''(P_0)=4.08\times10^7\ \mathrm{J\,m\,C^{-2}}\). The length is \(\xi=3.13\) nm, but \(\kappa=0.00988\) and \(A=102.2\). Equations (11) and (12) give

\[
x_m=3.131\operatorname{arsinh}\sqrt{\frac{99.2}{2}}=8.30\ \mathrm{nm},\qquad
w=2(3.131)\operatorname{arsinh}\sqrt{\frac{102.2}{3}}=15.4\ \mathrm{nm}.
\]

These are the numbers of the opening. The central slope is 0.0071 \(\mathrm{C/m^2}\) per nm, about 21 times smaller than in the first wall. At 2 nm the polarization is 0.015 \(\mathrm{C/m^2}\), some 7% of \(P_0\); at 8 nm it is 0.120, just over half. The numerical solution again agrees, to within \(8\times10^{-9}\) of \(P_0\).

## The limit of a splitting wall

Let \(\beta<0\) and \(\alpha=\alpha_c(1-\delta)\) with small \(\delta>0\). By (6), \(4\alpha\gamma/\beta^2=\tfrac34(1-\delta)\), so (2) becomes

\[
s_0=\frac{|\beta|}{2\gamma}\left(1+\tfrac12\sqrt{1+3\delta}\right)
\approx\frac{3|\beta|}{4\gamma}\left(1+\frac\delta2\right).
\]

Then (5) gives

\[
\kappa=2-\frac{3|\beta|}{2\gamma s_0}\approx2-2\left(1-\frac\delta2\right)=\delta,\qquad A\approx\frac1\delta .
\]

The length \(\xi\) stays finite: at \(\alpha_c\), (3) gives \(f''(P_0)=3\beta^2/(4\gamma)=4\alpha_c\), hence \(\xi=\sqrt{g/\alpha_c}\). The width diverges, but slowly. With \(\operatorname{arsinh}z=\ln 2z+1/(4z^2)+\dots\) and \(z^2=A/3\),

\[
\frac w\xi=\ln\frac{4A}3+\frac3{2A}+\dots \tag{13}
\]

Direct quadrature of (1) gives \(w/\xi=4.930\), 7.199 and 9.498 for \(\delta=10^{-2}\), \(10^{-3}\) and \(10^{-4}\). The logarithm alone gives 4.915, 7.198 and 9.498. The first difference, 0.015, is the size of \(3/(2A)\). The last decade of \(\delta\) adds 2.299 to \(w/\xi\), close to \(\ln10=2.303\); the terms neglected in the leading law are of order \(\delta\).

The logarithm comes from the centre of the wall. There (7) reduces to \(dp/\sqrt{p^2+\kappa}=\sqrt K\,dx\), and the distance needed to reach a fixed small \(p\) is proportional to \(\operatorname{arsinh}(p/\sqrt\kappa)\), which grows as \(\tfrac12\ln(1/\kappa)\).

The flanks keep a fixed shape. Put \(u=\tfrac12\ln(4A)+v\) and let \(A\to\infty\) at fixed \(v\). Then \(\sinh^2u\to Ae^{2v}\), and

\[
p\to\frac1{\sqrt{1+e^{-2v}}},
\]

which runs from 0 to 1. It is the boundary between the nonpolar state and a polar domain, which have equal energy at \(\alpha_c\). In this strain-free model the wall thus separates into two such boundaries with a nonpolar layer between them; the last section shows that elastic clamping prevents this.

## Energy and minimality

Equation (1) makes the profile stationary. That it is a minimum follows by completing a square:

\[
\sigma[P]=\int\frac12\left(\sqrt g\,P'-\sqrt{2W}\right)^2dx+\int_{-P_0}^{P_0}\sqrt{2gW}\,dP. \tag{14}
\]

For \(\kappa>0\), (4) shows \(W\geq0\) at every \(P\), so the root is real. The second integral depends only on the end points. The first is non-negative and vanishes when \(P'=\sqrt{2W/g}\), which is (1). No other Ising profile between the same domains has a lower energy.

Inserting (4) and using the symmetry in \(P\),

\[
\sigma=2\sqrt{\frac{g\gamma}3}\,P_0^4J,\qquad J=\int_0^1(1-p^2)R\,dp,\qquad R=\sqrt{p^2+\kappa}.
\]

Let \(I_0=\int_0^1R\,dp\), \(I_2=\int_0^1p^2R\,dp\) and \(L=\int_0^1dp/R=\operatorname{arsinh}(1/\sqrt\kappa)\). From \((pR)'=2R-\kappa/R\) one gets \(2I_0=\sqrt{1+\kappa}+\kappa L\). From \((pR^3)'=R^3+3p^2R=4p^2R+\kappa R\) one gets \(4I_2=(1+\kappa)^{3/2}-\kappa I_0\). Therefore

\[
J=I_0-I_2=\frac{(2-\kappa)\sqrt{1+\kappa}+\kappa(\kappa+4)L}{8}. \tag{15}
\]

As \(\kappa\to0\), \(J\to1/4\): the energy stays finite while the width diverges. As \(\gamma\to0\) with \(\beta>0\), \(\kappa\approx3\beta/(2\gamma P_0^2)\) is large and the integral for \(J\) tends to \(\tfrac23\sqrt\kappa\). Then \(\sigma\to\tfrac43P_0^3\sqrt{g\beta/2}\), which is also what (14) gives with the fourth-order \(W\).

In the first example \(J=0.676\), and \(\sigma=2(0.6325)(0.2933)^4(0.676)\ \mathrm{J/m^2}=6.33\ \mathrm{mJ/m^2}\). In the second, \(\sigma=0.846\ \mathrm{mJ/m^2}\).

Equation (14) also prices an approximate profile. For \(P_0\tanh(x/b)\) with the best \(b\), the energy lies 0.5% above the minimum in the first example and 15% above it in the second. A small energy error is thus compatible with \(A=2.19\), well away from 1. Near the transition, no choice of \(b\) can give the tangent a shoulder.

## Where the result stops

Equation (8) and its minimality were derived for \(\gamma>0\), \(\kappa>0\) and a single polarization component. If rotation through another component is cheap, (14) no longer bounds the energy, because it compares Ising profiles only. A tilted wall with \(\nabla\cdot\mathbf P\neq0\) carries charge and needs an electrostatic term. Strain is the omission that matters most for the second example. The domains fix the two strains in the plane of the wall, so a layer of reduced \(P^2\) is elastically misfit. With \(f\) the stress-free energy of a cubic parent phase, this adds \(E(P^2-P_0^2)^2\) to \(W\), where \(2E=\bar C_{11}(Q_{11}^2+Q_{12}^2)+2\bar C_{12}Q_{11}Q_{12}\), \(\bar C_{1j}=C_{1j}-C_{12}^2/C_{11}\), the \(C\) are elastic constants and the \(Q\) electrostrictive constants. By (4) the form (8) survives, with \(\kappa\) raised by \(6E/(\gamma P_0^2)\) and \(\xi\) taken from the curvature of the new \(W\). Then \(\kappa\) no longer vanishes at \(\alpha_c\), and the width does not diverge. In the second example the shoulder disappears once \(E\) exceeds about \(5\times10^7\ \mathrm{J\,m^5\,C^{-4}}\). Constants of the size found in barium titanate (\(C_{11}\approx275\) GPa, \(C_{12}\approx179\) GPa, \(Q_{11}\approx0.11\), \(Q_{12}\approx-0.045\ \mathrm{m^4\,C^{-2}}\)) give \(E\approx8\times10^8\) in that unit, hence \(\kappa\approx8\), \(A\approx1.12\) and a width near 1.2 nm instead of 15.4 nm. The shoulder and the splitting are therefore features of a material with weak electrostriction and should not be expected in such a perovskite. The continuum description also needs a profile that varies slowly over a lattice spacing; a 2 nm wall spans only a few unit cells of a typical oxide, so it meets this condition less well than the 15 nm wall. The numerical output below lists the values for both walls and for the limits.

## Calculated quantities

```
beta = -8.000e+08 J m^5 C^-4
gamma = 1.200e+10 J m^9 C^-6
g = 1.000e-10 J m^3 C^-2
alpha_c = 1.0000e+07 J m C^-2
CASE alpha = -2.000e+07 J m C^-2
 P0 = 0.29332 C/m^2; f''(P0) = 2.17661e+08 J m C^-2
 kappa = 0.837722; A = 2.19371 (dimensionless)
 xi = 1.35563 nm
 half-polarization width = 2.10159 nm
 central slope = 0.14609 C/m^2 per nm
 steepest at x = 0.000 nm
 wall energy = 6.32831 mJ/m^2
 best tanh energy excess = 0.485 percent
 max profile error / P0 = 1.7e-10
 x=1 nm: P formula 0.14026, solver 0.14026 C/m^2
 x=2 nm: P formula 0.23862, solver 0.23862 C/m^2
 x=4 nm: P formula 0.28984, solver 0.28984 C/m^2
 x=8 nm: P formula 0.29331, solver 0.29331 C/m^2
CASE alpha = 9.900e+06 J m C^-2
 P0 = 0.22416 C/m^2; f''(P0) = 4.07970e+07 J m C^-2
 kappa = 0.009877; A = 102.24446 (dimensionless)
 xi = 3.13123 nm
 half-polarization width = 15.43561 nm
 central slope = 0.00708 C/m^2 per nm
 steepest at x = 8.299 nm
 wall energy = 0.84591 mJ/m^2
 best tanh energy excess = 15.310 percent
 max profile error / P0 = 7.7e-09
 x=1 nm: P formula 0.00720, solver 0.00720 C/m^2
 x=2 nm: P formula 0.01511, solver 0.01511 C/m^2
 x=4 nm: P formula 0.03619, solver 0.03619 C/m^2
 x=8 nm: P formula 0.11983, solver 0.11983 C/m^2
A at alpha=0, beta<0: 3.00000
A at beta=0: 1.50000
A at beta=+8e8, alpha=-5e7 (SI): 1.22009
A at gamma=0: 1.00000; tanh error 7.6e-11
40-digit equation residual (relative): 3.8e-41
W(0) at alpha=1.10e+07 J m C^-2: -2.4340e+04 J/m^3
1-alpha/alpha_c=1e-02: kappa=9.8771e-03, width/xi=4.92956, ln(4A/3)=4.91505
1-alpha/alpha_c=1e-03: kappa=9.9875e-04, width/xi=7.19918, ln(4A/3)=7.19768
1-alpha/alpha_c=1e-04: kappa=9.9988e-05, width/xi=9.49840, ln(4A/3)=9.49825
width growth in last decade = 2.29922 xi
ln(10) = 2.30259
```
